# Total internal reflection at a low-k_F cap on a thick film: verification in Python

```python
"""
Result under test: a thick film (Fermi wavevector kf, mean free path L,
thickness d) has an ultrathin cap (kc < kf) with a diffuse outer surface.
Total internal reflection multiplies the first-order resistivity correction
of that face, 3 L / (16 d), by r**4, where r = kc / kf.
In the scaled functions, lengths are in units of L and wavevectors in kf,
except that wave calculations measure lengths in 1 / kf.
A 'face factor' is the loss of one face divided by 3 L / (16 d).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp

rng = np.random.default_rng(12345)


def panel_nodes(edges, order=8):
    """Composite Gauss-Legendre nodes and weights."""
    x, w = np.polynomial.legendre.leggauss(order)
    edges = np.asarray(edges, dtype=float)
    half = np.diff(edges) / 2
    middle = (edges[1:] + edges[:-1]) / 2
    nodes = (middle[:, None] + half[:, None] * x).ravel()
    return nodes, (half[:, None] * w).ravel()


def past_gain(z, in_cap, up, kx, d, t, r, cap_mfp, bottom_spec):
    """Drift gained from the field along the past path of one carrier."""
    gain, memory = 0.0, 1.0
    while memory > 1e-14:
        k, mfp = (r, cap_mfp) if in_cap else (1.0, 1.0)
        low, high = (d, d + t) if in_cap else (0.0, d)
        kz = np.sqrt(k * k - kx * kx)
        path = ((high - z) if up else (z - low)) * k / kz
        decay = np.exp(-path / mfp)
        gain += memory * kx / k * mfp * (1 - decay)
        memory *= decay
        if in_cap and up:
            break                       # diffuse outer surface: no memory
        if in_cap:
            in_cap, z = False, d        # passes from cap into film
        elif up:
            z = d
            if kx < r:
                in_cap = True           # a propagating cap state exists
            else:
                up = False              # total internal reflection
        else:
            memory *= bottom_spec
            z, up = 0.0, True
    return gain


def traced_loss(d, t, r, cap_mfp=0.25, bottom_spec=0.0):
    """1 - (sheet conductance of film and cap) / (bulk film value)."""
    grade = np.array([0, 1e-4, 1e-3, 1e-2, 0.05, 0.15, 0.4, 1.0]) * d / 2
    z_film, wz_film = panel_nodes(np.r_[grade, (d - grade[:-1])[::-1]])
    z_cap, wz_cap = panel_nodes([d, d + t])
    angle_edges = np.array([0, 0.01, 0.1, 0.4, 1.0])
    kz_cap, w_cap = panel_nodes(r * angle_edges)
    u_crit = np.sqrt(1 - r * r)
    kx_cap = np.sqrt(r * r - kz_cap**2)
    kx_film = kx_cap
    w_film = w_cap * kz_cap / np.sqrt(u_crit**2 + kz_cap**2)
    if u_crit > 0:
        u, wu = panel_nodes(u_crit * angle_edges)
        kx_film = np.r_[kx_film, np.sqrt(1 - u * u)]
        w_film = np.r_[w_film, wu]
    total = 0.0
    for in_cap, zs, wzs, kxs, ws in (
            (False, z_film, wz_film, kx_film, w_film),
            (True, z_cap, wz_cap, kx_cap, w_cap)):
        for z, wz in zip(zs, wzs):
            for kx, w in zip(kxs, ws):
                for up in (True, False):
                    total += wz * w * kx * past_gain(
                        z, in_cap, up, kx, d, t, r, cap_mfp, bottom_spec)
    return 1 - 0.75 * total / d


def boltzmann_loss(d, r, bottom_spec):
    """Conductance loss from the two-face Boltzmann solution."""
    u_crit = np.sqrt(1 - r * r)

    def integrand(u, top_spec):
        e = np.exp(-d / u)
        a = (1 - bottom_spec + bottom_spec * (1 - top_spec) * e) / (
            1 - bottom_spec * top_spec * e * e)
        b = 1 - top_spec + top_spec * a * e
        return u * (1 - u * u) * (a + b) * (1 - e)
    grazing = quad(integrand, 0, u_crit, args=(1.0,), epsabs=1e-12)[0]
    steep = quad(integrand, u_crit, 1, args=(0.0,), epsabs=1e-12)[0]
    return 0.75 / d * (grazing + steep)


def reflection(kp, r, soft):
    """Reflection by the step V / (1 + exp(-x / soft)); soft=0 is abrupt."""
    q1 = np.sqrt(1 - kp**2)
    q2 = np.sqrt(np.maximum(r * r - kp**2, 0))
    if soft == 0:
        return ((q1 - q2) / (q1 + q2))**2
    return (np.sinh(np.pi * soft * (q1 - q2))
            / np.sinh(np.pi * soft * (q1 + q2)))**2


def integrated_reflection(kp, r, soft):
    """The same reflection from direct integration of the wave equation."""
    q1, q2 = np.sqrt(1 - kp**2), np.sqrt(r * r - kp**2)

    def slope(x, y):
        step = (1 - r * r) / (1 + np.exp(-x / soft))
        return [y[1], -(q1 * q1 - step) * y[0]]
    wave = solve_ivp(slope, (30 * soft, -30 * soft), [1 + 0j, 1j * q2],
                     rtol=1e-10, atol=1e-12).y[:, -1]
    incident = wave[0] + wave[1] / (1j * q1)
    reflected = wave[0] - wave[1] / (1j * q1)
    return abs(reflected / incident)**2


def diffuse_kx(radius, count):
    """Cosine-law emission from a surface; returns k_parallel and kx."""
    u = np.sqrt(rng.random(count))
    kp = radius * np.sqrt(1 - u * u)
    return kp, kp * np.cos(2 * np.pi * rng.random(count))


def scattered_momentum(r, reflect, rough=0.0, count=1_500_000):
    """Monte Carlo: lost drift momentum, entering fraction, kx^2 ratio."""
    kp, kx_in = diffuse_kx(1.0, count)
    kx_out = kx_in.copy()
    scrambled = rng.random(count) < rough
    kx_out[scrambled] = diffuse_kx(1.0, scrambled.sum())[1]
    enters = (~scrambled) & (kp < r)
    enters &= rng.random(count) >= reflect(kp)
    inside = np.flatnonzero(enters)
    while inside.size:
        kp_new, kx_new = diffuse_kx(r, inside.size)
        escapes = rng.random(inside.size) >= reflect(kp_new)
        kx_out[inside[escapes]] = kx_new[escapes]
        inside = inside[~escapes]
    mean_square = np.mean(kx_in**2)
    lost = np.mean(kx_in * (kx_in - kx_out)) / mean_square
    return lost, enters.mean(), np.mean(kx_in[enters]**2) / mean_square


def tunnel_loss(kp, r, t):
    """Flux through an evanescent cap into a film-like absorbing outlet."""
    q, kappa = np.sqrt(1 - kp**2), np.sqrt(kp**2 - r * r)
    e = np.exp(-kappa * t)
    matrix = np.array([[-1, 1, e, 0],
                       [1j * q, -kappa, kappa * e, 0],
                       [0, e, 1, -1],
                       [0, -kappa * e, kappa, -1j * q]], dtype=complex)
    source = np.array([1, 1j * q, 0, 0], dtype=complex)
    return abs(np.linalg.solve(matrix, source)[3])**2


# Example inputs: rough regime of a room-temperature copper film
kf, kc = 13.6, 10.2                       # 1/nm
mfp, thickness = 40.0, 400.0              # nm
cap_t, cap_mfp = 1.0, 10.0                # nm
soft_nm, rough_part, temperature = 0.05, 0.10, 300.0
anisotropy = 0.05
r = kc / kf
d = thickness / mfp
unit_loss = 3 / (16 * d)

# Ray tracing in the limit of a vanishing cap thickness
traced = {}
for ratio in (0.5, r, 1.0):
    traced[ratio] = traced_loss(d, 1e-9, ratio) / unit_loss - 1
    assert abs(traced[ratio] - ratio**4) < 2e-3, (ratio, traced[ratio])

# Two-face Boltzmann solution and the bound on its thick-film limit
ray_value = traced_loss(2.0, 1e-9, r, bottom_spec=0.3)
boltz_value = boltzmann_loss(2.0, r, 0.3)
assert abs(ray_value - boltz_value) < 1e-4
for depth in (2.0, 4.0, 10.0):
    for spec in (0.0, 0.3, 1.0):
        first_order = 3 / (16 * depth) * (1 - spec + r**4)
        excess = first_order - boltzmann_loss(depth, r, spec)
        assert -1e-10 < excess < 3 / (8 * depth) * np.exp(-depth) + 1e-10

# Conduction added by a finite cap
small_t = 1e-5
cap_slope = (traced_loss(d, 1e-9, r)
             - traced_loss(d, small_t, r)) * d / (small_t - 1e-9)
assert abs(cap_slope / r**3 - 1) < 0.01, cap_slope
finite_factor = traced_loss(d, cap_t / mfp, r, cap_mfp / mfp) / unit_loss - 1

# Momentum lost in explicit scattering events
mc_lost, mc_enter, mc_square = scattered_momentum(r, lambda kp: 0 * kp)
assert abs(mc_lost - r**4) < 0.004
assert abs(mc_enter - r**2) < 0.003
assert abs(mc_square - r**2) < 0.004

# Partial reflection, abrupt and softened
soft = soft_nm * kf
for width, tolerance in ((soft, 1e-5), (0.002, 1e-4)):
    formula = reflection(0.6, r, width if width == soft else 0)
    assert abs(integrated_reflection(0.6, r, width) - formula) < tolerance
partial = {}
for width in (0.0, soft):
    partial[width] = 4 * quad(
        lambda x: x**3 * (1 - reflection(x, r, width)), 0, r)[0]
    sampled = scattered_momentum(r, lambda kp: reflection(kp, r, width))[0]
    assert abs(sampled - partial[width]) < 0.004

# Interface that itself scatters diffusely
rough_factor = rough_part + (1 - rough_part) * r**4
rough_mc = scattered_momentum(r, lambda kp: 0 * kp, rough_part)[0]
assert abs(rough_mc - rough_factor) < 0.004

# Tunnelling through the cap beyond the critical angle
kt = kf * cap_t
kappa = np.sqrt(0.9**2 - r**2)
drop = tunnel_loss(0.9, r, 2 * kt) / tunnel_loss(0.9, r, kt)
assert abs(drop / np.exp(-2 * kappa * kt) - 1) < 0.01
tunnel_factor = 4 * quad(lambda x: x**3 * tunnel_loss(x, r, kt), r, 1,
                         limit=200)[0]

# Energies, thermal smearing and resistivities
fermi_ev = (const.hbar * kf * 1e9)**2 / (2 * const.m_e) / const.e
step_ev = fermi_ev * (1 - r * r)
kt_ev = const.k * temperature / const.e
x = np.linspace(-30, 30, 6001)
weight = 1 / (4 * np.cosh(x / 2)**2)
thermal_factor = np.sum(weight * (1 - step_ev / (fermi_ev + x * kt_ev))**2)
thermal_factor /= np.sum(weight)
density = (kf * 1e9)**3 / (3 * np.pi**2)
rho_bulk = const.hbar * kf * 1e9 / (density * const.e**2 * mfp * 1e-9) * 1e8
rho_bare = rho_bulk * (1 + 2 * unit_loss)
rho_capped = rho_bulk * (1 + unit_loss * (1 + r**4))
rho_inverted = rho_bulk / (1 - boltzmann_loss(d, r, 0.0))


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("film kf", kf, "1/nm")
show("cap kc", kc, "1/nm")
show("film mean free path", mfp, "nm")
show("film thickness", thickness, "nm")
show("cap thickness", cap_t, "nm")
show("cap mean free path", cap_mfp, "nm")
show("film Fermi energy, free-electron mass", fermi_ev, "eV")
show("potential step, equal masses", step_ev, "eV")
show("kc/kf", r)
show("(kc/kf)^2", r**2)
show("face factor (kc/kf)^4", r**4)
show("critical angle from normal", np.degrees(np.arcsin(r)), "degree")
for ratio, value in traced.items():
    show(f"ray-traced factor, kc/kf={ratio:.2f}", value, digits=5)
show("Monte Carlo lost momentum fraction", mc_lost)
show("Monte Carlo fraction entering cap", mc_enter)
show("Monte Carlo kx^2 ratio of entrants", mc_square)
show("two-face loss at d=2L, p=0.3, rays", ray_value, digits=5)
show("two-face loss at d=2L, p=0.3, Boltzmann", boltz_value, digits=5)
show("correction of bare diffuse face", 100 * unit_loss, "%")
show("correction of capped face", 100 * unit_loss * r**4, "%")
show("bulk resistivity", rho_bulk, "uOhm cm", 5)
show("film, both faces bare, first order", rho_bare, "uOhm cm", 5)
show("film, one face capped, first order", rho_capped, "uOhm cm", 5)
show("film, one face capped, 1/conductivity", rho_inverted, "uOhm cm", 5)
show("cap conductance slope, traced", cap_slope)
show("cap conductance slope, (kc/kf)^3", r**3)
show("cap thickness scale 3 r L/16", 3 * r * mfp / 16, "nm")
show("face factor with finite cap, traced", finite_factor)
show("face factor, abrupt-step reflection", partial[0.0])
show("step softness length", soft_nm, "nm")
show("face factor, softened-step reflection", partial[soft])
show("tunnelling addition to face factor", tunnel_factor, digits=3)
show("assumed diffuse interface fraction", rough_part)
show("face factor with diffuse interface", rough_factor)
show("temperature", temperature, "K")
show("relative thermal change of factor", thermal_factor / r**4 - 1,
     digits=2)
show("assumed change of kc/kf by anisotropy", 100 * anisotropy, "%")
show("resulting change of face factor",
     100 * (((1 + anisotropy) * r)**4 / r**4 - 1), "%")
show("cap subband count kc t/pi", kc * cap_t / np.pi, digits=3)
print("finished without a failed check")
```

It prints:

```
film kf: 13.6 1/nm
cap kc: 10.2 1/nm
film mean free path: 40 nm
film thickness: 400 nm
cap thickness: 1 nm
cap mean free path: 10 nm
film Fermi energy, free-electron mass: 7.047 eV
potential step, equal masses: 3.083 eV
kc/kf: 0.75
(kc/kf)^2: 0.5625
face factor (kc/kf)^4: 0.3164
critical angle from normal: 48.59 degree
ray-traced factor, kc/kf=0.50: 0.062498
ray-traced factor, kc/kf=0.75: 0.3164
ray-traced factor, kc/kf=1.00: 1
Monte Carlo lost momentum fraction: 0.316
Monte Carlo fraction entering cap: 0.562
Monte Carlo kx^2 ratio of entrants: 0.5622
two-face loss at d=2L, p=0.3, rays: 0.091928
two-face loss at d=2L, p=0.3, Boltzmann: 0.091928
correction of bare diffuse face: 1.875 %
correction of capped face: 0.5933 %
bulk resistivity: 1.6441 uOhm cm
film, both faces bare, first order: 1.7058 uOhm cm
film, one face capped, first order: 1.6847 uOhm cm
film, one face capped, 1/conductivity: 1.6857 uOhm cm
cap conductance slope, traced: 0.4218
cap conductance slope, (kc/kf)^3: 0.4219
cap thickness scale 3 r L/16: 5.625 nm
face factor with finite cap, traced: 0.268
face factor, abrupt-step reflection: 0.2673
step softness length: 0.05 nm
face factor, softened-step reflection: 0.2949
tunnelling addition to face factor: 0.00104
assumed diffuse interface fraction: 0.1
face factor with diffuse interface: 0.3848
temperature: 300 K
relative thermal change of factor: -4.2e-05
assumed change of kc/kf by anisotropy: 5 %
resulting change of face factor: 21.55 %
cap subband count kc t/pi: 3.25
finished without a failed check
```
